# Sand's Depletion Time and the Onset of Transport-Limited Dendrites

Lithium plated at 10 mA/cm² from a still 1 mol/L electrolyte exhausts the salt at the metal surface after 487 s in the model below. At 20 mA/cm² this takes 122 s, one quarter of the time, and the charge passed falls from 1.35 to 0.68 mAh/cm². Twice the current therefore halves the amount of metal that can be plated before depletion. The reason is diffusion, and the same calculation shows why the surface becomes prone to filaments at that moment.

## Transport in the electrolyte

The metal occupies $x<0$ and the electrolyte $x>0$. The cation has charge number $z_c$, concentration $c$ and diffusivity $D_c$. The anion has charge number $-z_a$ and diffusivity $D_a$. The solution is dilute, at rest and electrically neutral, so the anion concentration is $C_a=z_cc/z_a$. The diffusivities are constant. The current density $J>0$ flows towards the metal, all of it deposits cations, and the anion does not react.

Let $\psi=F\phi/RT$ be the dimensionless potential, and let a prime denote $\partial/\partial x$. The Nernst–Planck fluxes in the $+x$ direction are

$$N_c=-D_c(c'+z_cc\psi'),\qquad N_a=-D_a\frac{z_c}{z_a}(c'-z_ac\psi').$$

The current condition is $F(z_cN_c-z_aN_a)=-J$. Inserting the fluxes and collecting terms gives

$$z_cc\psi'=\frac{J/F-z_c(D_c-D_a)c'}{S},\qquad S=z_cD_c+z_aD_a .$$

This removes the field from the cation flux:

$$N_c=-D_cc'\,\frac{S-z_c(D_c-D_a)}{S}-\frac{D_cJ}{FS}.$$

The numerator of the first fraction is $(z_c+z_a)D_a$. With

$$D=\frac{(z_c+z_a)D_cD_a}{S},\qquad t_c=\frac{z_cD_c}{S},\qquad t_a=1-t_c=\frac{z_aD_a}{S},$$

the flux becomes

$$N_c=-Dc'-\frac{t_cJ}{z_cF}.$$

The last term does not depend on $x$. Conservation, $\partial c/\partial t=-\partial N_c/\partial x$, therefore leaves ordinary diffusion,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

At the metal the anion flux vanishes and the cations carry the whole current, so $N_c(0)=-J/(z_cF)$. Migration supplies only the fraction $t_c$ of it. Diffusion must supply the rest:

$$DG=\frac{t_aJ}{z_cF},\qquad G=c'(0,t). \tag{1}$$

The wall gradient is thus fixed by the current from the start. If the anions are immobile, both $t_a$ and $D$ vanish and (1) no longer determines $G$. Neutrality then holds $c$ at its initial value, so there is no Sand time. A filament in a solid electrolyte with one mobile ion needs another explanation.

## Sand's time

Take first a cell much longer than the diffusion layer, with $c=c_0$ initially. The gradient $q=c'$ also obeys the diffusion equation, with $q(0,t)=G$ and $q(x,0)=0$. Try $q=q(u)$ with $u=x/(2\sqrt{Dt})$. Then

$$\frac{\partial q}{\partial t}=-\frac{u}{2t}\frac{dq}{du},\qquad D\frac{\partial^2q}{\partial x^2}=\frac{1}{4t}\frac{d^2q}{du^2},$$

so that $d^2q/du^2+2u\,dq/du=0$. Hence $dq/du\propto e^{-u^2}$, and the boundary values select $q=G\,\mathrm{erfc}(u)$. The wall concentration follows by integrating the gradient from the metal to the bulk:

$$c_s=c_0-\int_0^\infty q\,dx=c_0-2G\sqrt{Dt}\int_0^\infty\mathrm{erfc}(u)\,du .$$

Exchanging the order of integration gives

$$\int_0^\infty\mathrm{erfc}(u)\,du=\frac{2}{\sqrt\pi}\int_0^\infty we^{-w^2}dw=\frac1{\sqrt\pi}.$$

Therefore

$$c_s=c_0-2G\sqrt{\frac{Dt}{\pi}}=c_0\left(1-\sqrt{\frac{t}{t_s}}\right). \tag{2}$$

Setting $c_s=0$ and using (1),

$$t_s=\frac{\pi c_0^2}{4DG^2}=\pi D\left(\frac{z_cFc_0}{2Jt_a}\right)^2. \tag{3}$$

The square has a simple origin. The salt deficit at the wall grows as $J\sqrt t$, and depletion is reached when this product attains a fixed value. The charge passed is then $Jt_s\propto J^{-1}$.

The inverse-square law survives when $D$ and $t_a$ depend on concentration, provided the cell remains effectively semi-infinite. The salt balance then reads

$$\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right)+\frac{J}{z_cF}\frac{\partial t_c}{\partial x}.$$

With $x=X/J$ and $t=\tau/J^2$, every term acquires the factor $J^2$, and $J$ also cancels from (1). Depletion occurs at a fixed $\tau$. Only the prefactor in (3) changes.

## When the cell is too short

Now let an identical electrode at $x=L$ dissolve as fast as the cathode grows. Its cation flux is also $-J/(z_cF)$ and its anion flux is zero, so $c'=G$ at both ends. The anions are conserved, which keeps the mean concentration at $c_0$. The steady profile is $c_0+G(x-L/2)$. The initial uniform state differs from it by

$$G\left(\frac L2-x\right)=\frac{4GL}{\pi^2}\sum_{m\ \mathrm{odd}}\frac{\cos(m\pi x/L)}{m^2}.$$

Each cosine has zero gradient at both ends and decays at the rate $m^2\pi^2D/L^2$. At the cathode,

$$c_s(t)=c_0-\frac{GL}{2}+\frac{4GL}{\pi^2}\sum_{m\ \mathrm{odd}}\frac{e^{-m^2\pi^2Dt/L^2}}{m^2}. \tag{4}$$

This falls steadily towards $c_0-GL/2$. Depletion in finite time requires $GL/2>c_0$, or

$$J>J_{\lim}=\frac{2z_cFc_0D}{t_aL}. \tag{5}$$

Equation (3) returns a finite time for any current, so (5) has to be checked first. Just above the limit, (3) is too short. The root of (4) is 1.37 times Sand's time at $1.1J_{\lim}$ and 1.03 times at $1.5J_{\lim}$. The delay comes from salt released at the anode. The difference between the finite-cell and half-space solutions starts at zero, has zero gradient at the cathode, and has the inward-feeding gradient $G-G\,\mathrm{erfc}[L/(2\sqrt{Dt})]>0$ at the anode. It is therefore positive.

## What depletion does to a ripple

Give the metal surface the shape $y=\varepsilon\cos kx$. From here on $y$ points into the electrolyte and $x$ runs along the surface. The amplitude is small, $k\varepsilon\ll1$, and the wavelength is short compared with the diffusion layer, $k\sqrt{Dt}\gg1$. The disturbed concentration then adjusts quickly and obeys Laplace's equation:

$$c=c_s+Gy+a\,e^{-ky}\cos kx .$$

The deposition rate follows a cathodic Tafel law with transfer coefficient $\alpha$, proportional to $c\exp(\alpha z_c\psi)$, where $\psi$ is taken in the solution next to an equipotential metal. The reverse reaction is neglected, which requires an exchange current density well below $J$.

The potential can be eliminated. The anion flux is $-D_aC_a\nabla\mu$ with $\mu=\ln c-z_a\psi$. Near the wall the undisturbed $\mu$ is uniform, because the anion flux vanishes there. Its disturbance obeys $\nabla\cdot(C_a\nabla\delta\mu)=0$, with no flux through the metal and decay into the solution. Multiplying by $\delta\mu$ and integrating by parts gives $\int C_a|\nabla\delta\mu|^2\,dV=0$, hence $\delta\mu=0$ and $\delta\psi=\delta c/(z_ac_s)$. The relative change of rate is

$$\frac{\delta c}{c_s}+\alpha z_c\delta\psi=n\frac{\delta c}{c_s},\qquad n=1+\frac{\alpha z_c}{z_a}.$$

Surface energy $\gamma$ opposes growth on a crest. Its effect is represented by a factor $\exp(-\Gamma\kappa)$ in the rate, where $\kappa=k^2\varepsilon\cos kx$ is the curvature, $\Gamma=\gamma V_m/RT$ and $V_m$ is the molar volume of the metal. This assumes that the whole capillary energy enters the deposition barrier.

On the displaced surface, to first order, $\delta c=(G\varepsilon+a)\cos kx$ and the normal gradient is $G-ka\cos kx$. Since the anion flux vanishes locally, the rate is proportional to this gradient. Equating the relative changes,

$$-\frac{ka}{G}=n\frac{G\varepsilon+a}{c_s}-\Gamma k^2\varepsilon .$$

Let $\ell=c_s/G$, the distance over which the wall gradient would double the wall concentration. Multiplying by $G\ell=c_s$ and solving for $a$,

$$a=-G\varepsilon\,\frac{n-\ell\Gamma k^2}{n+k\ell}.$$

A flat surface advances at $v=V_mJ/(z_cF)$. The ripple grows at $d\varepsilon/dt=v(-ka/G)=\sigma\varepsilon$, so

$$\sigma=vk\,\frac{n-\ell\Gamma k^2}{n+k\ell}. \tag{6}$$

This is the link between Sand's time and filaments. By (2), $\ell=\ell_0(1-\sqrt{t/t_s})$ with $\ell_0=c_0/G$.

- Early on, $k\ell\gg n$. A crest reaches slightly richer solution, but that is a small fraction of a large $c_s$. Without capillarity, $\sigma\approx nv/\ell$, which does not favour short waves.
- As $c_s\to0$, the same excess becomes a large fraction of what is available. Then $\sigma\to vk$, and finer features grow faster.
- Capillarity stabilizes wavelengths below $2\pi\sqrt{\ell\Gamma/n}$. This cutoff shrinks to zero with $\ell$, so surface energy loses its hold as well.

The vanishing cutoff belongs to the neutral model with Tafel kinetics. Equation (6) gives the onset of instability and does not predict the tip radius of a developed dendrite.

## Growth accumulated before depletion

Drop capillarity, which can only reduce the growth. Put $s=\sqrt{t/t_s}$, $dt=2t_ss\,ds$ and $K=k\ell_0/n$. The logarithm of the amplification up to $t_s$ is

$$A=2vkt_s\int_0^1\frac{s\,ds}{1+K(1-s)}=2vkt_s\int_0^1\frac{1-u}{1+Ku}\,du .$$

Because

$$\frac{1-u}{1+Ku}=-\frac1K+\frac{1+1/K}{1+Ku},$$

the integral is $[(1+1/K)\ln(1+K)-1]/K$. The prefactor becomes $2vkt_s/K=2nvt_s/\ell_0$. From (1), $v=V_mDc_0/(t_a\ell_0)$, and from (3), $t_s=\pi\ell_0^2/(4D)$. Hence $vt_s/\ell_0=\pi V_mc_0/(4t_a)$, and

$$A=\frac{\pi nV_mc_0}{2t_a}\left[\left(1+\frac1K\right)\ln(1+K)-1\right]. \tag{7}$$

The prefactor is small because the electrolyte holds little metal per unit volume. With Tafel kinetics it does not contain the current, which enters only through $K\propto1/J$. For large $K$ the bracket grows only as $\ln K$.

Equation (7) treats diffusion around the ripple as quasi-steady. An integration that keeps the time dependence, for $V_mc_0/t_a=0.02$, $n=1.5$ and $k\ell_0=200$, gave $A=0.1848$ against 0.1855 from (7).

## Holding the current after depletion

In the neutral model, a flat surface with $c_s=0$ cannot keep the gradient $G$: continuing (2) would make the concentration negative. Outside that model, a layer of space charge can carry the current for a short time, at a steeply rising voltage. Other reactions or stirring may also take over, or the deposit may move towards fresh salt. Only the last case is treated here. Suppose that filaments advance together, and average over their spacing. In a frame moving with their front at speed $V$, the steady profile satisfies

$$Dc''+Vc'=0,\qquad c(0)=0,\qquad c(\infty)=c_0,$$

where the prime now refers to distance from the front. The solution is $c=c_0(1-e^{-Vy/D})$, with front gradient $Vc_0/D$. No anions remain behind the front, so the anion flux there is zero and (1) still applies. Setting the gradient equal to $G$,

$$V=\frac D{\ell_0}=\frac{t_aJ}{z_cFc_0}. \tag{8}$$

This is also the speed at which anions drift away in the uniform bulk, where their flux is $t_aJ/(z_aF)$ and their concentration $z_cc_0/z_a$. The front follows the retreating anions.

The metal volume deposited per unit area and time is $v$, spread over the advance $V$. The filled fraction is therefore

$$\frac vV=\frac{V_mc_0}{t_a}. \tag{9}$$

A deposit that sustains the current in this way must be sparse. The average says nothing about the thickness or branching of individual filaments.

## Worked example: lithium in a carbonate liquid

The parameters are rough typical values: $z_c=z_a=1$, $c_0=1.0$ mol/L, $D_c=2.0\times10^{-6}$ cm²/s, $D_a=3.0\times10^{-6}$ cm²/s, $V_m=13$ cm³/mol, $\alpha=0.5$, $\gamma=0.5$ J/m² and $T=298.15$ K. The electrodes are 1 cm apart. The cathode is uppermost, so that the lighter depleted liquid lies above the denser liquid and buoyancy does not stir it.

The transport properties are

$$D=\frac{2(2.0)(3.0)}{2.0+3.0}\times10^{-6}=2.4\times10^{-6}\ \mathrm{cm^2/s},\qquad t_a=\frac{3.0}{5.0}=0.60 .$$

With $Fc_0=96.485$ C/cm³, the limiting current is

$$J_{\lim}=\frac{2(96.485)(2.4\times10^{-6})}{0.60\times1.0}\ \mathrm{A/cm^2}=0.772\ \mathrm{mA/cm^2}.$$

The chosen 10 mA/cm² is 13 times larger, so (3) applies:

$$t_s=\pi(2.4\times10^{-6})\left(\frac{96.485}{2\times0.010\times0.60}\right)^2=487\ \mathrm{s}=8.1\ \mathrm{min}.$$

The flat deposit is then 6.6 µm thick. At 5 mA/cm² in the same cell, $t_s=1950$ s and the thickness is 13.1 µm.

For a ripple of wavelength 5 µm, $\ell_0=386$ µm, $k\ell_0=485$, $n=1.5$ and $\Gamma=2.6$ nm. Equation (6) gives:

| $t/t_s$ | $c_s/c_0$ | Cutoff (µm) | $\sigma$ (s⁻¹) |
|---|---|---|---|
| 0 | 1 | 5.16 | $-3.4\times10^{-6}$ |
| 0.50 | 0.293 | 2.79 | $1.2\times10^{-4}$ |
| 0.99 | 0.005 | 0.37 | $6.4\times10^{-3}$ |

The first row is the formal limit $c_s\to c_0$, since the quasi-steady formula needs a short time to become valid. The ripple is slightly damped for the first few seconds, because it lies just below the cutoff. This initial sign is fragile. With an exchange current density comparable to $J$, the cutoff is slightly shorter and the ripple grows almost from the start. If only the fraction $\alpha$ of the capillary energy enters the deposition barrier, the initial cutoff is 3.65 µm and the ripple is never damped. At $t_s$ its growth rate reaches $vk=1.7\times10^{-2}$ s⁻¹, an e-folding time of 59 s.

Equation (7), which omits capillary damping, gives $A=0.245$. The amplitude thus grows by at most about 28% in the first 487 s within this linear model with Tafel kinetics. The bound does not carry over to faster kinetics, which make the rate more sensitive to $\delta c$. With the reverse reaction kept and capillarity omitted, the amplitude factor is 1.31, 1.47 and 2.3 when the exchange current density at $c_0$ is $J$, $3J$ and $10J$. At the rate reached at $t_s$, the same growth takes 14.5 s.

The flat surface advances at 13.5 nm/s. A front that holds the current must advance at 622 nm/s, 46 times faster, and fills 2.2% of the volume with metal.

## Reliability and use in real cells

A 1 mol/L electrolyte is not dilute, so the numbers from this ideal model are estimates. The largest correction sized here is the variation of $D$. If $D$ doubles between $c_0$ and zero salt, following $D(c)=2D(c_0)/(1+c/c_0)$ with $t_a$ fixed, depletion takes 1.48 times as long, about 720 s here. The square of $t_a$ in (3) also makes its uncertainty important: 0.7 instead of 0.6 at fixed $D$ would shorten the time by 27%.

Neutrality fails close to the wall when the local Debye length, proportional to $c_s^{-1/2}$, becomes comparable with $\ell\propto c_s$. With a Debye length $\lambda_0$ at $c_0$, this happens near $c_s/c_0=(\lambda_0/\ell_0)^{2/3}$. For $\lambda_0=0.19$ nm the ratio is $6\times10^{-5}$, so Sand's time is hardly affected. A test with Poisson's equation included, for a monovalent salt with $t_a=0.6$ and an uncharged metal face, deviated from (3) by 5.6% at $\lambda_0/\ell_0=0.007$ and by 1.2% at 0.0007. (The program labels these cases 0.01 and 0.001 because its test uses $\sqrt2\,\lambda_0$ as the length.)

Joule heating up to $t_s$, estimated with the ideal conductivity of the undepleted solution, is about 1.3 K without heat loss. The deposit thickness is 1.7% of $\ell_0$, so the motion of the flat electrode matters little. Charging the double layer by 0.1 V takes about 0.2 ms at 20 µF/cm².

The 1 cm liquid column is far from a battery geometry. A free liquid layer 25 µm thick has $J_{\lim}=309$ mA/cm². In a separator that reduces transport eightfold, a rough value, it is about 39 mA/cm². At 10 mA/cm² such a separator does not deplete in this model, and the 487 s has no meaning for it. Porous electrodes, blocked pores and uneven current can lower the margin.

Real lithium also carries a reaction film, which the model leaves out. The film can concentrate the current and produce mossy deposits well before $t_s$ or below $J_{\lim}$. Staying below the limiting current prevents the depletion that makes fine ripples grow fastest. It does not guarantee a smooth deposit: by (6), ripples longer than the cutoff still grow at finite $c_s$, and the film adds its own unevenness.

For implementation, use the smallest expected mean salt concentration in (5), with the effective $D$ of the filled separator. If the properties vary with concentration, insert the smallest value of $D/t_a$ over the concentrations that occur in the cell. This gives a lower bound on the limiting current, so exceeding it does not by itself prove that depletion occurs. The range runs from zero to the anode concentration, which can exceed $2c_0$, and the bound can be far from tight: for $D(c)=2D(c_0)/(1+c/c_0)$ it is 0.57 times the value computed at $c_0$, while the true limit is 1.26 times that value. A value taken at $c_0$ can overestimate the limit when $D$ falls towards low concentration or drops steeply above $c_0$. If $J$ is below the bound, no depletion time should be reported. For constant properties (5) is the limit itself, and between $J_{\lim}$ and about $1.5J_{\lim}$ one solves (4) for $c_s=0$. Above that, (3) is accurate to about 3% or better relative to (4), for constant properties and a symmetric cell. In a separator of porosity $p$, with the effective $D$ defined by the flux per total area, the salt balance is $p\,\partial c/\partial t=D\,\partial^2c/\partial x^2$. The exponent in (4) then contains $D/p$ in place of $D$, and the last expression in (3) is multiplied by $p$. The remaining values are in the numerical output.

## Numbers as computed

```
INPUTS (rough typical values, lithium in carbonate liquid)
temperature 298.15 K, salt concentration 1.0 mol/L
D_c 2.0e-06 cm2/s, D_a 3.0e-06 cm2/s
molar volume of metal 13.0 cm3/mol, alpha 0.5
surface energy 0.5 J/m2, cell length 1.0 cm
current density 10.0 mA/cm2, ripple 5.0 um
SAND'S TIME
salt diffusivity D 2.40e-06 cm2/s, t_a 0.60
F*c0 96.485 C/cm3, length c0/G 385.9 um
Sand's time 487.4 s = 8.12 min
J    5 mA/cm2: t_s  1949.8 s, charge 2.708 mAh/cm2, flat deposit 13.14 um
J   10 mA/cm2: t_s   487.4 s, charge 1.354 mAh/cm2, flat deposit 6.57 um
J   20 mA/cm2: t_s   121.9 s, charge 0.677 mAh/cm2, flat deposit 3.28 um
limiting current, 1 cm cell 0.772 mA/cm2
J/J_lim 13.0
limiting current, 25 um free liquid 309 mA/cm2
same, in separator of MacMullin number 8 (rough) 39 mA/cm2
depletion time / Sand's time at 1.1 J_lim: 1.366
depletion time / Sand's time at 1.5 J_lim: 1.032
RIPPLE AND FRONT
flat growth speed 13.47 nm/s, exponent n 1.5
k*c0/G 485, capillary length 2.62 nm
t/t_s 0.00: c_s/c0 1.0000, cutoff wavelength 5.161 um, growth rate -3.41e-06 1/s
t/t_s 0.50: c_s/c0 0.2929, cutoff wavelength 2.793 um, growth rate 1.22e-04 1/s
t/t_s 0.99: c_s/c0 0.0050, cutoff wavelength 0.365 um, growth rate 6.43e-03 1/s
growth rate at t_s 1.69e-02 1/s, e-fold time 59.1 s
log growth up to t_s 0.245, amplitude factor 1.278
time for the same growth at the t_s rate 14.5 s
front speed 622 nm/s, ratio to flat 46.2
metal filling fraction behind front 2.17 %
NEGLECTED EFFECTS
t_s factor if D doubles from c0 to zero salt 1.482
Debye length at c0 (relative permittivity 30) 0.188 nm
c_s/c0 where neutrality fails 6.2e-05
ideal conductivity 18.8 mS/cm, ohmic drop at start 0.53 V
adiabatic Joule heating up to t_s 1.30 K (heat capacity 2.0 J/(cm3 K))
deposit thickness / (c0/G) 1.70 %
double-layer charging (20 uF/cm2, 0.1 V) 0.20 ms
TEST RESULTS
largest error of Sand's time, neutral model 1.1e-04
error with space charge, Debye/(c0/G) 0.01 and 0.001: 0.056, 0.012
log growth, test case: formula 0.1855, unsteady 0.1848
```
